# Least-Squares Fock Matrix Extrapolation in Molecular Dynamics

## The decision

A Born–Oppenheimer molecular dynamics run solves the self-consistent field (SCF) equations anew at every time step. Before each solution the program must choose a starting guess, and that choice sets how many Fock matrices have to be built. One may begin from atomic densities, reuse the last Fock matrix, or extrapolate several past ones. If one extrapolates, two integers remain to be chosen: the number $N$ of past matrices and the degree $d$ of the polynomial fitted through them.

For the vibrating water molecule treated below, with a step of 0.24 fs and a tight threshold, a cubic through four matrices lowers the mean count from 7.9 builds, obtained by reusing the last matrix, to 5.4. A cubic fitted to eight matrices needs 6.6. The four-point cubic is not the optimum: at this step, interpolation of degree 4 or 5 needs about 4.4 builds. When random noise well above about $10^{-4}$ Ry is added to the stored matrices, the eight-point cubic predicts the new matrix more accurately than the four-point one; build counts were not measured in that case. The coefficients, their truncation error and their noise gain explain both results.

## The scheme and its conventions

The method is Pulay–Fogarasi Fock matrix extrapolation. Let $F_{n-k}$, $k=1,\dots,N$, be the converged Fock matrices of the last $N$ steps, equally spaced by $h$, in a basis of atom-centred functions that move with the nuclei. The prediction is

$$F_{\rm pred}=\sum_{k=1}^{N}c_kF_{n-k}. \tag{1}$$

The numbers $c_k$ depend on $N$ and $d$ alone. They are the same for every matrix element, molecule and time step.

Rydberg units are used: energies in Ry, lengths in bohr, times in $\hbar/\mathrm{Ry}$, electron mass $1/2$. The derivation assumes closed-shell Hartree–Fock theory and a single SCF solution that varies smoothly along the trajectory. Atom order and the orientation of the basis functions stay fixed.

The Fock matrix suits extrapolation for two reasons. First, it depends on the orbitals through the density matrix $D=2C_oC_o^T$, where the columns of $C_o$ are the occupied orbitals. A change of sign of an orbital, or a rotation among occupied orbitals, cancels in this product. The elements of $F$ therefore have no arbitrary jumps, whereas orbital coefficients may have them.

Second, $F_{\rm pred}$ yields a valid density at the new geometry. One solves $F_{\rm pred}C=SC\varepsilon$ with the new overlap matrix $S$ and fills the lowest orbitals. Since $C_o^TSC_o=1$,

$$DSD=4C_o(C_o^TSC_o)C_o^T=2D,$$

which is the idempotency condition for doubly occupied orbitals. A linear combination of old density matrices does not in general satisfy it, because the condition is quadratic and $S$ has changed.

The SCF cycle then builds $F[D]$ and forms the residual $S^{-1/2}(FDS-SDF)S^{-1/2}$. This vanishes when $F$ does not couple occupied and empty orbitals, that is, at self-consistency. Convergence means that its largest element is below a threshold $\tau$. Until then, DIIS combines the Fock matrices of the cycle, with weights that sum to one and minimise the norm of the combined residual, and the result is diagonalised to give the next $D$. The cost counted here is the number of Fock builds, including the one that confirms convergence.

## The coefficients

Take one matrix element and call its past values $f_k$. Measure time backwards in steps, so that the data lie at $x=k$ and the new time is $x=0$. The fit $\sum_{j=0}^d b_jx^j$ minimises $|f-Vb|^2$ with $V_{kj}=k^j$. Setting the derivative with respect to $b$ to zero gives $V^TVb=V^Tf$. For $d<N$ the matrix $V^TV$ is invertible, because a nonzero polynomial of degree $d$ cannot vanish at $N>d$ points. The prediction is the value at $x=0$, which is $b_0=e_0^Tb$ with $e_0=(1,0,\dots,0)^T$. Hence

$$c=V(V^TV)^{-1}e_0. \tag{2}$$

Multiplication by $V^T$ gives $V^Tc=e_0$, or

$$\sum_k c_kk^j=\delta_{j0},\qquad j=0,\dots,d. \tag{3}$$

Thus $\sum_kc_kr(k)=r(0)$ for every polynomial $r$ of degree at most $d$. Any other vector with this property is $c+u$ with $V^Tu=0$. Then $c^Tu=e_0^T(V^TV)^{-1}V^Tu=0$, so $|c+u|^2=|c|^2+|u|^2$. Least squares therefore selects the smallest norm among all rules that are exact to degree $d$.

Equation (2) also shows that $c_k=q(k)$, where $q$ is a polynomial of degree at most $d$. For a straight line write $q(k)=\alpha+\beta k$. Condition (3) with $j=1$ gives

$$\alpha\frac{N(N+1)}2+\beta\frac{N(N+1)(2N+1)}6=0,$$

so $\alpha=-\beta(2N+1)/3$. The condition with $j=0$ becomes

$$1=\alpha N+\beta\frac{N(N+1)}2=\beta N\,\frac{3(N+1)-2(2N+1)}6=-\beta\frac{N(N-1)}6,$$

and therefore

$$c_k=\frac{4N+2-6k}{N(N-1)}\qquad(d=1). \tag{4}$$

For $N=2$ this is $2,-1$, the straight line through two points.

When $d=N-1$ the fit passes through all the data, and $c_k$ is the Lagrange polynomial of node $k$ at zero, $\prod_{j\ne k}(-j)/(k-j)$. The numerator is $(-1)^{N-1}N!/k$. The denominator is $(k-1)!\,(-1)^{N-k}(N-k)!$. Their ratio is

$$c_k=(-1)^{k+1}\binom Nk\qquad(d=N-1). \tag{5}$$

### General degree

For other cases, polynomials orthogonal on the points $1,\dots,N$ avoid a matrix inversion. Let $\Delta f(x)=f(x+1)-f(x)$ and define

$$p_m=\Delta^mg_m,\qquad g_m(x)=\prod_{i=1}^m(x-i)(x-i-N). \tag{6}$$

To show that $p_m$ is orthogonal to every polynomial $r$ of degree below $m$, sum the identity $\Delta(rf)(k)=r(k)\Delta f(k)+f(k+1)\Delta r(k)$ over $k$:

$$\sum_{k=1}^Nr(k)\Delta f(k)=\Big[r(k)f(k)\Big]_{k=1}^{k=N+1}-\sum_{k=1}^Nf(k+1)\Delta r(k).$$

Start with $f=\Delta^{m-1}g_m$ and repeat $m$ times. The boundary terms of the $i$th repetition contain $\Delta^{m-i}g_m$ at $i$ and at $N+i$. These differences use $g_m$ at $i,\dots,m$ and at $N+i,\dots,N+m$, where it is zero. What remains is $(-1)^m\sum_kg_m(k+m)\Delta^mr(k)$, and this vanishes because $m$ differences annihilate $r$.

The fit is the projection of the data on $p_0,\dots,p_d$. Its value at $x=0$ gives

$$c_k=\sum_{m=0}^d\frac{p_m(0)\,p_m(k)}{\sum_{j=1}^Np_m(j)^2}. \tag{7}$$

All quantities are integers, so the coefficients are rational and can be tabulated once:

| $(N,d)$ | $c_1,\dots,c_N$ |
|---|---|
| (3,2) | 3, −3, 1 |
| (4,3) | 4, −6, 4, −1 |
| (6,3) | 8/3, −4/3, −4/3, 1/3, 4/3, −2/3 |
| (8,3) | 2, −1/7, −6/7, −9/14, 0, 4/7, 4/7, −1/2 |

## Truncation error

Let $m=d+1$ and expand $F(t-kh)$ in powers of $h$. By (3) all terms below order $m$ are reproduced, so to leading order

$$F_n-F_{\rm pred}=-\frac{(-h)^m}{m!}F^{(m)}\sum_kc_kk^m. \tag{8}$$

The sum is the value at zero of the degree-$d$ fit to $x^m$. Let $\pi_m$ be $p_m$ divided by its leading coefficient. Then $x^m-\pi_m$ has degree $d$, and the remainder $\pi_m$ is orthogonal to all polynomials of that degree, so $x^m-\pi_m$ is the fit. At $x=0$ it equals $-\pi_m(0)$.

Two factors are needed. The polynomial $g_m$ starts with $x^{2m}$, and each difference multiplies the leading coefficient by the current degree. The leading coefficient of $p_m$ is thus $2m(2m-1)\cdots(m+1)=(2m)!/m!$. Next,

$$p_m(0)=\sum_{j=0}^m(-1)^{m-j}\binom mjg_m(j)=(-1)^mg_m(0),$$

because $g_m$ vanishes at $1,\dots,m$. Finally $g_m(0)=\prod_i i(N+i)=m!\,(N+m)!/N!$. The signs $(-1)^m$ cancel in (8), and

$$F_n-F_{\rm pred}=A\,h^{d+1}F^{(d+1)}+\dots,\qquad A=\frac{(d+1)!\,(N+d+1)!}{N!\,(2d+2)!}. \tag{9}$$

For $N=d+1$ one finds $A=1$. At fixed degree, more points raise this leading error: for cubics $A=1$, 3 and 7.07 with $N=4$, 6 and 8. The longer fit draws on older data, further from the point where it is evaluated.

Formula (9) was tested on Fock matrices of water along a stretch of one OH bond, with $(N,d)=(4,2)$, $A=1.75$ and points 0.004 bohr apart. The third derivative came from separate finite differences. The norm of the difference between the actual error matrix and the formula was 0.7% of the norm of the formula.

For interpolation, whether a higher degree helps depends on how well the step resolves the motion. Suppose an element oscillates as $e^{i\omega t}$. With (5), the relative error of interpolation through $N$ points is

$$1-\sum_kc_ke^{-ik\omega h}=(1-e^{-i\omega h})^N,$$

by the binomial theorem, and its modulus is $[2\sin(\omega h/2)]^N$. For $\omega h<\pi$ this decreases with $N$ if $\omega h<\pi/3$, which means more than six steps per period. With between two and six steps per period, the last matrix alone predicts that component better than interpolation through more points.

## Noise and the choice of $N$

Stored matrices carry errors from incomplete convergence. If these are independent from step to step, with zero mean and variance $\sigma^2$ per element, the prediction acquires the variance $G\sigma^2$ with $G=\sum_kc_k^2$. Since $c_k=q(k)$ and the rule reproduces $q$,

$$G=\sum_kc_kq(k)=q(0). \tag{10}$$

For a straight line (4) gives $G=(4N+2)/[N(N-1)]$, which falls roughly as $4/N$. For cubics $G=69$, 13 and 6.07 with $N=4$, 6 and 8.

Let $T$ be the root-mean-square (rms) truncation error. If noise and truncation are uncorrelated, the mean square error is $T^2+G\sigma^2$. Equating this for two fits gives the noise at which the longer one takes over:

$$\sigma_*^2=\frac{T_{\rm long}^2-T_{\rm short}^2}{G_{\rm short}-G_{\rm long}}. \tag{11}$$

In the water run, $T=1.19\times10^{-4}$ Ry for (4,3) and $7.66\times10^{-4}$ Ry for (8,3). Then

$$\sigma_*=\sqrt{\frac{(7.66^2-1.19^2)\times10^{-8}}{69-6.07}}\ \mathrm{Ry}=9.5\times10^{-5}\ \mathrm{Ry}.$$

Random noise of four times this size, added to the stored matrices, gave rms errors of $3.2\times10^{-3}$ Ry for (4,3) and $1.2\times10^{-3}$ Ry for (8,3). At a quarter of $\sigma_*$ the short fit was better, $2.3\times10^{-4}$ against $7.7\times10^{-4}$ Ry. The crossover depends on the pair of fits compared. For (6,3), with $T=3.43\times10^{-4}$ Ry and $G=13$, equation (11) gives $4.3\times10^{-5}$ Ry, less than half the value for (8,3). Of these three cubics, interpolation is thus the most accurate when the noise lies below $4.3\times10^{-5}$ Ry; above that, at least one of the longer fits predicts better. Fits with other numbers of points have their own crossovers, which may be lower; for (5,3) it is about $2.6\times10^{-5}$ Ry. In cc-pVDZ the values of $T$ and $\sigma_*$ rise by about 5%. Real convergence errors are not independent from step to step. At $\tau=10^{-6}$ Ry they have an rms of about $7\times10^{-8}$ Ry, far below every crossover, and a correlation of about 0.8 between neighbouring steps, and (4,3) amplifies them by about 3 rather than $\sqrt{69}$. At $\tau=10^{-4}$ Ry the factor is about 11. Equation (11) is thus a model estimate, not a measured property of an SCF run.

## Pseudocode

```
tabulate c[N'][d'] from (7) for N' = 1..N, d' = min(d, N'-1)
history = empty
for each time step:
    compute S and the integrals at the new geometry
    if history is empty:
        D = density from atoms
    else:
        N' = min(N, length(history)); d' = min(d, N'-1)
        F = sum over k of c[N'][d'][k] * history[k steps back]
        D = density from solving F C = S C eps
    repeat:
        F = Fock matrix built from D
        if largest residual element < tau: leave the loop
        D = density from the DIIS combination
    store F; discard matrices older than N steps
    compute forces; advance the nuclei
```

The matrix stored here is the one built from the final density. The prediction itself must not be stored, since its error would then enter the next extrapolation without any correction from the SCF cycle. A change of time step breaks the equal spacing, so the history must then be cleared or new coefficients derived for the actual times.

## Cost and measured saving

For $n$ basis functions the extrapolation takes $Nn^2$ multiplications and stores $N$ matrices. The diagonalisation that follows is also needed when the last Fock matrix is reused. A Fock build with all two-electron integrals takes of order $n^4$ operations without screening, so the overhead is small.

The measurement uses water in RHF/6-31G, with 13 basis functions. The molecule is released at rest with bonds of 1.96 and 1.86 bohr and an angle of 104.5°. It is propagated by velocity Verlet for 160 geometries with $h=5\,\hbar/\mathrm{Ry}=0.242$ fs. The stored geometries are then solved again with each guess at $\tau=10^{-6}$ Ry, so that all guesses face the same problems. The first eight steps are left out of the averages. Taking every second geometry doubles the step.

| Guess | Builds, 0.24 fs | Builds, 0.48 fs |
|---|---|---|
| atomic | 9.47 | 9.46 |
| (1,0) | 7.94 | 8.40 |
| (2,1) | 7.07 | 7.85 |
| (3,2) | 6.36 | 7.42 |
| (4,3) | 5.44 | 6.94 |
| (6,3) | 5.99 | 7.36 |
| (8,3) | 6.56 | 7.94 |

Here (1,0) means reuse of the last Fock matrix. At the shorter step, (4,3) saves $7.94-5.44=2.50$ builds against it, or 31%, and 4.03 builds, or 43%, against atomic densities. At the longer step the savings are 1.46 builds (17%) and 2.51 builds (27%). These are savings in Fock builds; the saving in total time is smaller, since forces, and the integrals when they are stored as here, are computed once per step in any case. The atomic guess is a projection of minimal-basis atomic orbitals; superposed atomic SCF densities give about 9.6 builds. The counts depend on the basis: on the first 44 geometries, cc-pVDZ gives 8.4, 5.3 and 6.8 builds for (1,0), (4,3) and (8,3) against 7.8, 5.3 and 6.5 in 6-31G, a saving of 38% instead of 32%. The table stops at degree 3, but higher degrees save more here: on the first 120 geometries (5,4) and (6,5) need 4.5 and 4.3 builds at the shorter step and 6.4 and 6.1 at the longer one.

The prediction errors follow (9) approximately. Doubling the step should multiply the error of a cubic by $2^4=16$. For (4,3) it rises from $1.19\times10^{-4}$ to $1.77\times10^{-3}$ Ry, a factor of 15. Equation (9) gives only the leading order, so exact agreement is not expected.

A large gain in accuracy buys a modest number of builds. The counts give only the average reduction of the residual per build over a whole cycle; the reduction need not be the same from one build to the next. From (1,0) to (4,3) the typical starting residual falls from $1.0\times10^{-1}$ to $1.0\times10^{-3}$ Ry, by two decades. The (4,3) runs then cover the three decades down to $\tau$ in $5.44-1=4.44$ further builds, at least 0.68 decade each, a lower bound because the last build ends below $\tau$. The (1,0) runs cover at least five decades in $7.94-1=6.94$ further builds, at least 0.72 decade each. At this average rate two decades are worth roughly three builds or somewhat fewer, in line with the measured 2.5.

The saving does not justify a shorter time step. Per femtosecond, (4,3) costs $5.44/0.242\approx22$ builds at the shorter step and $6.94/0.484\approx14$ at the longer one. For (6,5) the figures are about 18 and 13. The step should be set by the accuracy of the nuclear motion.

## Stability and energy drift

In a fully converged calculation the guess affects cost and not the result, provided that the same SCF solution is reached. In the replay, all guesses were tested to give the reference energies within $10^{-8}$ Ry. With a loose threshold, part of the guess survives into the forces, and the next guess is built from matrices that contain this remainder.

A scalar model shows the danger of this feedback. Suppose the SCF cycle leaves a fixed fraction $\lambda$ of the error inherited from the guess:

$$\delta_n=\lambda\sum_kc_k\delta_{n-k}. \tag{12}$$

Errors cannot grow if $|\lambda|\sum_k|c_k|<1$, since $|\delta_n|$ is then smaller than the largest of the preceding $N$ errors. The sum is 1 for (1,0), 15 for (4,3) and $37/7\approx5.3$ for (8,3). For (4,3) the limit is attained: an error of alternating sign, $\delta_{n-k}=(-1)^k\delta_n$, satisfies (12) with $1=-15\lambda$, so it persists at $\lambda=-1/15$; a negative $\lambda$ means that the cycle overshoots. For positive $\lambda$ the limit is wider. With $\delta_n=z^n$, (12) and (5) give $(1-1/z)^4=1-1/\lambda$, and $z=\pm i$ gives $-4$ on the left, so an error of period four steps persists at $\lambda=1/5$. For the water molecule, a single Fock build multiplies small errors of $F$ by factors between about $-0.60$ and $+0.53$, beyond both limits, and (4,3) with one build per step diverges within about ten steps. A scheme with a fixed small number of SCF cycles can therefore become unstable. A residual threshold prevents unlimited growth, because a poor guess triggers further builds.

The effect on the total energy follows from the equation of motion. Let $E(R)$ be the converged electronic energy including nuclear repulsion, and let the force used be $f=-\partial E/\partial R+\delta f$. With $M\dot v=f$,

$$\frac{d}{dt}\Big(\tfrac12Mv^2+E\Big)=v\Big(M\dot v+\frac{\partial E}{\partial R}\Big)=v\,\delta f, \tag{13}$$

summed over all nuclear coordinates. The energy changes by the work of the force error. This error is of first order in the density error, because the usual gradient formula drops the response of the orbitals on the assumption that $E$ is stationary. The energy at a given geometry has an error of second order only.

Reuse of the last matrix leaves a lag $F_n-F_{n-1}\approx h\dot F$, which is proportional to the velocities. If $\delta f=-\gamma v$ for a single mode, the work rate is $-\gamma v^2$, which has one sign throughout: a friction or, for negative $\gamma$, a heating. For a cubic the leading error contains $F^{(4)}$. In a harmonic mode, with $F$ linear in the displacement $x$, this is proportional to $x$, and the work of a force error proportional to it, $\int xv\,dt$, vanishes over a period. The next order contains $F^{(5)}$, which is proportional to the velocity, so the total work need not vanish.

Separate 120-step trajectories, about 29 fs long, were run with loose thresholds. The energy error is the difference in total energy from the tightly converged trajectory at the same step. The energy is that of the accepted density, while the forces use the orbitals and orbital energies obtained by diagonalising the last Fock matrix. With a loose threshold the errors below depend on this choice.

| Guess, $\tau$ (Ry) | Builds | Largest error (Ry) | Mean, last 20 steps (Ry) |
|---|---|---|---|
| (1,0), $10^{-2}$ | 2.21 | $1.9\times10^{-3}$ | $-1.7\times10^{-3}$ |
| (4,3), $10^{-2}$ | 2.32 | $2.6\times10^{-4}$ | $+3\times10^{-5}$ |
| (1,0), $10^{-4}$ | 5.76 | $8.5\times10^{-6}$ | $-7.6\times10^{-6}$ |
| (4,3), $10^{-4}$ | 3.01 | $4.4\times10^{-6}$ | $+3.6\times10^{-6}$ |

For scale, the potential energy on the reference trajectory spans $1.6\times10^{-2}$ Ry, and its total energy varies by $1.3\times10^{-4}$ Ry. At $\tau=10^{-2}$ Ry the last-matrix guess has lost about a tenth of the potential range. With forces taken from the accepted density $D$ and the energy-weighted density $\tfrac12DFD$, the build counts stay the same but the loss grows to $4.5\times10^{-3}$ Ry, about 30% of the range, and to $1.4\times10^{-5}$ Ry at $\tau=10^{-4}$ Ry. The loss has the sign of friction, but that this mechanism causes it is a conjecture. The runs are too short to establish a long-time drift rate.

At the loosest threshold the cubic saves no builds. With a tight history its typical starting residual, $10^{-3}$ Ry, would pass the threshold at the first build, yet the run needs 2.3. The stored matrices of the loose run carry larger convergence errors, and (4,3) amplifies independent errors by $\sqrt{69}\approx8.3$ in the rms. On fixed geometries at this threshold the actual factor is about 6.5, and (8,3), with its smaller gain, needs 1.4 builds against 2.3 for (4,3), which fits this explanation without proving it. At $\tau=10^{-4}$ Ry the cubic needs about half the builds of the last-matrix guess. Its energy error in the table is smaller but of the same order, and this ordering is shown only for the force convention stated above.

## Failure modes

Extrapolation presumes a smooth path. It fails when the SCF solution switches to another state, when occupied and empty orbitals cross, or when positions are changed discontinuously. It also fails if atoms are reordered or the basis is altered, since the elements of $F$ then change meaning. In all these cases the history should be cleared. A sudden rise in the first residual can warn of such a break at no extra cost, but its absence does not show that the run is on the lowest SCF solution.

Near a small orbital gap, a small error in $F_{\rm pred}$ can fill the wrong orbital and lead the cycle to another solution. An accurate prediction carries a different risk: it can keep the run on one solution after another has become lower in energy. A low residual excludes neither case, because it vanishes at any stationary solution. An occasional restart from an independent guess, with the two energies compared, can reveal both.

## Numbers as computed

```
water RHF/6-31G: 13 basis functions, 5 occupied orbitals
reference bond 1.81 bohr, angle 104.5 deg, stretches 0.15 and 0.05 bohr
masses O, H: 14582.2, 918.74 (units of 2 m_e)
time step 5.0 hbar/Ry = 0.2419 fs; 160 geometries
thresholds: reference 1e-09 Ry, replay 1e-06 Ry
first 8 steps of each run left out of the averages
fit (N,d): coefficients c_1..c_N
  (1, 0): 1
  (2, 1): 2, -1
  (3, 2): 3, -3, 1
  (4, 3): 4, -6, 4, -1
  (6, 3): 8/3, -4/3, -4/3, 1/3, 4/3, -2/3
  (8, 3): 2, -1/7, -6/7, -9/14, 0, 4/7, 4/7, -1/2
fit (N,d): error constant A, noise gain sum c^2
  (1, 0): 1.0000, 1.0000
  (2, 1): 1.0000, 5.0000
  (3, 2): 1.0000, 19.0000
  (4, 3): 1.0000, 69.0000
  (6, 3): 3.0000, 13.0000
  (8, 3): 7.0714, 6.0714
bond-stretch test, fit (4,2), path step 0.004 bohr:
  error norm 1.0717e-06 Ry, formula 1.0692e-06 Ry
  relative matrix mismatch 0.0066
bond range on trajectory 1.662 to 1.960 bohr
initial energy -151.954612 Ry, potential range 0.01569 Ry
reference total-energy range 1.28e-04 Ry
replay, step 0.2419 fs: mean builds, start residual (Ry), rms F error (Ry)
  atomic guess: 9.47, 1.93e+00, not defined
  (1, 0): 7.94, 1.01e-01, 1.19e-02
  (2, 1): 7.07, 1.99e-02, 2.23e-03
  (3, 2): 6.36, 3.43e-03, 4.59e-04
  (4, 3): 5.44, 1.01e-03, 1.19e-04
  (6, 3): 5.99, 2.95e-03, 3.43e-04
  (8, 3): 6.56, 6.70e-03, 7.66e-04
  (4,3) saves 4.03 builds (42.5%) vs atomic, 2.50 (31.5%) vs (1,0)
replay, step 0.4838 fs: mean builds, start residual (Ry), rms F error (Ry)
  atomic guess: 9.46, 1.93e+00, not defined
  (1, 0): 8.40, 1.97e-01, 2.32e-02
  (2, 1): 7.85, 8.01e-02, 8.92e-03
  (3, 2): 7.42, 2.68e-02, 3.58e-03
  (4, 3): 6.94, 1.52e-02, 1.77e-03
  (6, 3): 7.36, 4.17e-02, 4.67e-03
  (8, 3): 7.94, 8.83e-02, 9.54e-03
  (4,3) saves 2.51 builds (26.6%) vs atomic, 1.46 (17.4%) vs (1,0)
noise level where (8,3) overtakes (4,3): 9.54e-05 Ry
  noise 0.25 x that: rms error (4,3) 2.30e-04, (8,3) 7.69e-04 Ry
  noise 4.0 x that: rms error (4,3) 3.20e-03, (8,3) 1.21e-03 Ry
loose runs, 120 steps: mean builds, max energy error, mean of last 20 (Ry)
  (1, 0), threshold 1e-02 Ry: 2.21, 1.86e-03, -1.67e-03
  (1, 0), threshold 1e-04 Ry: 5.76, 8.52e-06, -7.61e-06
  (4, 3), threshold 1e-02 Ry: 2.32, 2.56e-04, +3.34e-05
  (4, 3), threshold 1e-04 Ry: 3.01, 4.35e-06, +3.57e-06
```
